**Free-flow charge equilibration tested against insulating references**

Charge equilibration (QEq) assigns each atom a charge $q$, an electronegativity $\chi$ and a hardness $\eta$; with free flow it leaves fractional charges on separated atoms and gives a chain of length $L$ an axial polarisability $\alpha$ growing as $L^3/\ln L$. For LiH the program asserts that the closed formula matches direct minimisation of the QEq energy, and that the configuration-interaction dipole divided by distance vanishes at 20 bohr; QEq keeps 0.28 e there and 0.24 e at infinity. For rows of H₂ it asserts upper and lower bounds on $\alpha$ and a nearly constant Hartree–Fock gain per added molecule. With its hardness fitted to one molecule, free-flow QEq exceeds Hartree–Fock 60-fold at sixteen molecules, while the same model with neutral molecules stays within 3%. An equally spaced chain is compared with a separately solved conducting tube, and the two agree to 0.02% at 800 atoms. A cost $\kappa$ on transfers between neighbours at spacing $a$ restores linear growth, with a gain of $a^2/\kappa$ per atom. A tight-binding ring shows the cause: the bare charge response is constant at long wavelength without a gap and falls as the square of the wave number with one.

## Check in Python

```python
"""
Result under test: charge equilibration (QEq) with free charge flow is a model
of a conductor.  It leaves fractional charges on separated atoms, and the
axial polarisability of a chain of length L grows like L^3/ln L, whereas an
insulating chain has a polarisability linear in L.
Symbols (Hartree atomic units):
  q charge, chi electronegativity, eta hardness, I ionisation energy,
  A electron affinity, J Coulomb repulsion of two Gaussian charges,
  H matrix with eta on the diagonal and J off it, x positions from the centre,
  alpha axial polarisability, D allowed charge transfers, kappa bond cost.
The Gaussian width of each atom is set so that its self-repulsion equals eta.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_toeplitz
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, ellipkm1
from pyscf import ao2mo, gto, scf, mcscf

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- LiH: atoms and molecule with the same electronic method ----------
BASIS = {"Li": gto.expand_etbs([(0, 12, 0.01, 3.0), (1, 5, 0.02, 3.0)]),
         "H": gto.expand_etbs([(0, 8, 0.02, 3.0), (1, 4, 0.05, 3.0)])}


def mean_field(atoms, charge, spin):
    elements = {a[0] for a in atoms}
    mol = gto.M(atom=atoms, unit="Bohr", charge=charge, spin=spin, verbose=0,
                basis={e: BASIS[e] for e in elements})
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    return mol, mf


def two_electron_ci(mf, ncore):
    """Singlet full CI of two electrons outside a Hartree-Fock core.

    Returns the total energy and the density matrix in atomic orbitals."""
    n = mf.mo_coeff.shape[1] - ncore
    space = mcscf.CASCI(mf, n, (1, 1))
    h, e_core = space.get_h1eff()
    eri = ao2mo.restore(1, np.asarray(space.get_h2eff()), n)
    full = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    full = full + np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
    p, q = np.triu_indices(n)
    norm = np.where(p == q, 0.5, np.sqrt(0.5))
    rows = full[p * n + q]
    singlet = 2 * np.outer(norm, norm) * (rows[:, p * n + q]
                                          + rows[:, q * n + p])
    energy, vector = eigh(singlet, subset_by_index=[0, 0])
    C = np.zeros((n, n))
    C[p, q] = norm * vector[:, 0]
    C = C + C.T
    core, valence = mf.mo_coeff[:, :ncore], mf.mo_coeff[:, ncore:]
    density = 2 * core @ core.T + 2 * valence @ C @ C.T @ valence.T
    return energy[0] + e_core, density


def atom_energy(element, charge, spin, correlated=False, ncore=0):
    _, mf = mean_field([(element, (0, 0, 0))], charge, spin)
    return two_electron_ci(mf, ncore)[0] if correlated else mf.e_tot


e_li_cation = atom_energy("Li", 1, 0)
e_li = atom_energy("Li", 0, 1)
e_li_anion = atom_energy("Li", -1, 0, True, 1)
e_h = atom_energy("H", 0, 1)
e_h_anion = atom_energy("H", -1, 0, True, 0)
I_li, A_li = e_li_cation - e_li, e_li - e_li_anion
I_h, A_h = -e_h, e_h - e_h_anion
chi_li, eta_li = (I_li + A_li) / 2, I_li - A_li
chi_h, eta_h = (I_h + A_h) / 2, I_h - A_h
assert I_li > A_h and I_h > A_li      # separated ground state is neutral


def repulsion(eta1, eta2, R):
    s1, s2 = eta1 * np.sqrt(np.pi) / 2, eta2 * np.sqrt(np.pi) / 2
    return erf(np.sqrt(2) * s1 * s2 / np.hypot(s1, s2) * R) / R


def pair_energy(q, R):
    """QEq energy relative to neutral atoms, charge q on Li and -q on H."""
    return (chi_li * q + eta_li * q**2 / 2 - chi_h * q + eta_h * q**2 / 2
            - repulsion(eta_li, eta_h, R) * q**2)


def q_formula(R):
    return (chi_h - chi_li) / (eta_li + eta_h - 2 * repulsion(eta_li, eta_h, R))


print("LiH atoms, hartree:")
print(f"  Li: I = {I_li:.4f}, A = {A_li:.4f}, chi = {chi_li:.4f}, eta = {eta_li:.4f}")
print(f"  H : I = {I_h:.4f}, A = {A_h:.4f}, chi = {chi_h:.4f}, eta = {eta_h:.4f}")
print(f"  cost of Li+ and H- far apart, I(Li)-A(H) = {I_li - A_h:.4f} hartree")
print("R (bohr), J (hartree), QEq charge on Li (e), CI dipole/R (e):")
effective = {}
for R in (3.0, 6.0, 10.0, 20.0):
    numerical = minimize_scalar(pair_energy, bracket=(0, 1), args=(R,)).x
    assert abs(numerical - q_formula(R)) < 1e-6
    mol, mf = mean_field([("Li", (0, 0, 0)), ("H", (0, 0, R))], 0, 2)
    density = two_electron_ci(mf, 1)[1]
    assert abs(np.sum(density * mf.get_ovlp()) - 4) < 1e-6
    dipole = R - np.einsum("ij,ji", mol.intor("int1e_r")[2], density)
    effective[R] = -dipole / R
    J = repulsion(eta_li, eta_h, R)
    print(f"  {R:5.1f}  {J:.4f}  {numerical:.4f}  {effective[R]:.4f}")
assert effective[3.0] > 0.5 and abs(effective[20.0]) < 0.005
far = minimize_scalar(pair_energy, bracket=(0, 1), args=(1e9,))
q_inf = (chi_h - chi_li) / (eta_li + eta_h)
e_inf = -(chi_h - chi_li)**2 / (2 * (eta_li + eta_h))
assert abs(far.x - q_inf) < 1e-6 and abs(far.fun - e_inf) < 1e-8
assert 0.05 < q_inf < 0.5
print(f"QEq charge at infinite distance = {far.x:.4f} e")
print(f"QEq energy below neutral atoms = {-far.fun:.5f} hartree"
      f" = {-far.fun * HARTREE_EV:.3f} eV")


# ---------- QEq polarisability of a row of equal atoms ----------
def hardness_matrix(x, eta):
    s = eta * np.sqrt(np.pi) / 2
    d = np.abs(x[:, None] - x[None, :])
    np.fill_diagonal(d, 1.0)
    H = erf(s * d) / d
    np.fill_diagonal(H, eta)
    return H


def alpha_free(x, H):
    """Free flow: stationary point with a multiplier for total charge."""
    n = len(x)
    K = np.ones((n + 1, n + 1))
    K[:n, :n] = H
    K[n, n] = 0.0
    return x @ np.linalg.solve(K, np.append(x, 0.0))[:n]


def alpha_transfers(x, H, D, kappa=0.0):
    """Charge moves only along the columns of D, at cost kappa p^2/2."""
    v = D.T @ x
    return v @ np.linalg.solve(D.T @ H @ D + kappa * np.eye(D.shape[1]), v)


def neighbour_transfers(n):
    D = np.zeros((n, n - 1))
    k = np.arange(n - 1)
    D[k, k], D[k + 1, k] = -1.0, 1.0
    return D


# ---------- row of H2 molecules: Hartree-Fock reference ----------
BOND, PERIOD, FIELD = 1.4, 5.0, 1e-3


def h2_positions(n):
    centres = PERIOD * (np.arange(n) - (n - 1) / 2)
    return np.column_stack((centres - BOND / 2, centres + BOND / 2)).ravel()


def alpha_hartree_fock(n):
    mol = gto.M(atom=[("H", (0, 0, z)) for z in h2_positions(n)], unit="Bohr",
                basis="6-31g", verbose=0)
    z = mol.intor("int1e_r")[2]
    core = scf.hf.get_hcore(mol) + FIELD * z
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: core
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 200
    mf.kernel()
    assert mf.converged
    return -np.einsum("ij,ji", z, mf.make_rdm1()) / FIELD


sizes = (1, 2, 4, 8, 16)
a_hf = {n: alpha_hartree_fock(n) for n in sizes}


def fit_error(eta):
    return BOND**2 / (2 * (eta - repulsion(eta, eta, BOND))) - a_hf[1]


eta_fit = brentq(fit_error, 0.1, 5.0)
ROUNDING = 1 + 1e-10      # the upper bounds are equalities for one molecule
a_free, a_mol = {}, {}
for n in sizes + (64, 128):
    x = h2_positions(n)
    H = hardness_matrix(x, eta_fit)
    D = neighbour_transfers(2 * n)
    a_free[n] = alpha_free(x, H)
    assert abs(alpha_transfers(x, H, D) / a_free[n] - 1) < 1e-7
    a_mol[n] = alpha_transfers(x, H, D[:, ::2])
    lowest = np.linalg.eigvalsh(H)[0]
    assert lowest > 0
    assert x @ x / H.sum(axis=1).max() <= a_free[n]
    assert a_free[n] <= x @ x / lowest * ROUNDING
    assert a_mol[n] <= n * BOND**2 / (2 * lowest) * ROUNDING
assert abs(a_free[1] / a_hf[1] - 1) < 1e-8
print(f"H2 row: bond = {BOND} bohr, period = {PERIOD} bohr, field = {FIELD} a.u.")
print(f"  fitted QEq hardness = {eta_fit:.4f} hartree")
print(f"  lowest eigenvalue of H at n = 128: {lowest:.4f} hartree")
print("n, alpha/n in bohr^3: Hartree-Fock, free QEq, neutral-molecule QEq:")
for n in sizes:
    print(f"  {n:3d}  {a_hf[n]/n:8.3f}  {a_free[n]/n:9.3f}  {a_mol[n]/n:8.3f}")
for n in (64, 128):
    print(f"  {n:3d}  not run   {a_free[n]/n:9.1f}  {a_mol[n]/n:8.3f}")
for a in (a_hf, a_mol):               # constant gain per added molecule
    assert abs((a[16] - a[8]) / 8 / ((a[8] - a[4]) / 4) - 1) < 0.02
assert abs(a_mol[16] / a_hf[16] - 1) < 0.2
assert a_free[16] / a_hf[16] > 10
exponent = np.log2(a_free[128] / a_free[64])
assert 2.5 < exponent < 3.0
print(f"  free QEq / Hartree-Fock at n = 16: {a_free[16] / a_hf[16]:.1f}")
print(f"  free QEq growth exponent, n = 64 to 128: {exponent:.3f}")

# ---------- equally spaced chain against a conducting tube ----------
SPACING, ETA = 2.0, 0.8
k = np.arange(1, 60)
eta_s = ETA + 2 * np.sum(repulsion(ETA, ETA, k * SPACING) - 1 / (k * SPACING))
radius = 2 * SPACING * np.exp(-np.euler_gamma - SPACING * eta_s / 2)


def ring_kernel(z):
    """Mean inverse distance of two coaxial rings of the tube radius."""
    w = z**2 + 4 * radius**2
    return 2 / np.pi * ellipkm1(z**2 / w) / np.sqrt(w)


def alpha_tube(length, panel=0.5):
    m = int(round(length / panel))
    z = panel * (np.arange(m) - (m - 1) / 2)
    nodes, weights = np.polynomial.legendre.leggauss(12)
    points = panel * (np.arange(m)[:, None] + nodes / 2)
    column = ring_kernel(points) @ weights * panel / 2
    column[0] = 2 * quad(ring_kernel, 0, panel / 2)[0]
    return panel * z @ solve_toeplitz(column, z)


print(f"Model chain: a = {SPACING} bohr, eta = {ETA} hartree,"
      f" eta_s = {eta_s:.4f} hartree")
print(f"  equivalent tube radius = {radius:.4f} bohr")
print("N, alpha in bohr^3: QEq, conducting tube, logarithmic law:")
gap, a_cost = {}, {}
KAPPA = 1.0
for N in (100, 400, 800):
    x = SPACING * (np.arange(N) - (N - 1) / 2)
    H = hardness_matrix(x, ETA)
    chain, L = alpha_free(x, H), N * SPACING
    rayleigh = x @ H @ x / (x @ x)
    law = eta_s + 2 / SPACING * (np.log(N) + np.euler_gamma - 7 / 3)
    assert abs(rayleigh - law) < 4 / N
    assert chain >= x @ x / rayleigh
    tube = alpha_tube(L)
    log_law = L**3 / (24 * (np.log(2 * L / radius) - 7 / 3))
    gap[N] = abs(chain / tube - 1)
    a_cost[N] = alpha_transfers(x, H, neighbour_transfers(N), KAPPA)
    assert a_cost[N] <= (N - 1) * SPACING**2 / KAPPA
    print(f"  {N:4d}  {chain:.4e}  {tube:.4e}  {log_law:.4e}")
assert gap[400] < 0.02 and gap[800] < gap[100]
print(f"  QEq-tube relative gap: N=100 {gap[100]:.2e}, N=800 {gap[800]:.2e}")
gain = (a_cost[800] - a_cost[400]) / 400
assert abs(gain / (SPACING**2 / KAPPA) - 1) < 0.01
print(f"  with bond cost {KAPPA} hartree: alpha(800) = {a_cost[800]:.1f} bohr^3")
print(f"  gain per added atom = {gain:.4f} bohr^3,"
      f" a^2/kappa = {SPACING**2 / KAPPA:.4f} bohr^3")


# ---------- bare charge response of a half-filled tight-binding ring ----------
def bare_response(alternation, m, sites=402, t=0.1):
    j = np.arange(sites)
    hop = -t * (1 + alternation * (-1.0)**j)
    h = np.zeros((sites, sites))
    h[j, (j + 1) % sites] = hop
    h[(j + 1) % sites, j] = hop
    energy, orbital = np.linalg.eigh(h)
    half = sites // 2
    wave = np.exp(2j * np.pi * m * j / sites)
    moment = orbital[:, half:].T @ (wave[:, None] * orbital[:, :half])
    cost = energy[half:, None] - energy[None, :half]
    return 4 / sites * np.sum(np.abs(moment)**2 / cost)


metal = [bare_response(0.0, m) for m in (1, 2)]
insulator = [bare_response(0.3, m) for m in (1, 2)]
assert all(abs(c * np.pi * 0.1 - 1) < 0.01 for c in metal)
assert abs(insulator[1] / insulator[0] - 4) < 0.05
print("Ring of 402 sites, t = 0.1 hartree, response per site (1/hartree):")
print(f"  uniform, 1 and 2 waves: {metal[0]:.4f}, {metal[1]:.4f};"
      f" 1/(pi t) = {1 / (np.pi * 0.1):.4f}")
print(f"  alternation 0.3, 1 and 2 waves: {insulator[0]:.3e}, {insulator[1]:.3e}")
print(f"  ratio for doubled wave number = {insulator[1] / insulator[0]:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
LiH atoms, hartree:
  Li: I = 0.1963, A = 0.0225, chi = 0.1094, eta = 0.1737
  H : I = 0.4999, A = 0.0263, chi = 0.2631, eta = 0.4736
  cost of Li+ and H- far apart, I(Li)-A(H) = 0.1699 hartree
R (bohr), J (hartree), QEq charge on Li (e), CI dipole/R (e):
    3.0  0.2047  0.6463  0.7781
    6.0  0.1529  0.4500  0.4654
   10.0  0.0996  0.3431  0.0113
   20.0  0.0500  0.2809  -0.0000
QEq charge at infinite distance = 0.2375 e
QEq energy below neutral atoms = 0.01825 hartree = 0.497 eV
H2 row: bond = 1.4 bohr, period = 5.0 bohr, field = 0.001 a.u.
  fitted QEq hardness = 0.7158 hartree
  lowest eigenvalue of H at n = 128: 0.1108 hartree
n, alpha/n in bohr^3: Hartree-Fock, free QEq, neutral-molecule QEq:
    1     6.495      6.495     6.495
    2     7.190     18.712     7.311
    4     7.795     54.463     7.973
    8     8.174    162.465     8.386
   16     8.380    503.160     8.611
   64  not run      5368.5     8.787
  128  not run     18292.2     8.817
  free QEq / Hartree-Fock at n = 16: 60.0
  free QEq growth exponent, n = 64 to 128: 2.769
Model chain: a = 2.0 bohr, eta = 0.8 hartree, eta_s = 0.7550 hartree
  equivalent tube radius = 1.0555 bohr
N, alpha in bohr^3: QEq, conducting tube, logarithmic law:
   100  9.5793e+04  9.5621e+04  9.2487e+04
   400  4.3620e+06  4.3599e+06  4.2749e+06
   800  3.0487e+07  3.0480e+07  3.0028e+07
  QEq-tube relative gap: N=100 1.80e-03, N=800 2.42e-04
  with bond cost 1.0 hartree: alpha(800) = 3190.5 bohr^3
  gain per added atom = 4.0000 bohr^3, a^2/kappa = 4.0000 bohr^3
Ring of 402 sites, t = 0.1 hartree, response per site (1/hartree):
  uniform, 1 and 2 waves: 3.1831, 3.1833; 1/(pi t) = 3.1831
  alternation 0.3, 1 and 2 waves: 1.550e-03, 6.191e-03
  ratio for doubled wave number = 3.9942
ALL CHECKS PASSED
```
